# Effective order-parameter exponent of a ferroelectric near a tricritical point: a numerical check

```python
"""Effective order-parameter exponent near a tricritical point.

Free energy density F = a P^2/2 + B P^4/4 + c P^6/6, with a < 0, B > 0, c > 0.
Result under test: d ln P / d ln|a| = (1 + 1/sqrt(1+u))/4, u = -4 a c / B^2.
P: equilibrium polarization; t = Tc - T: distance below the transition;
a = -a0 t.  SI units inside; polarization is printed in uC/cm2.
"""
import numpy as np
from scipy.constants import epsilon_0, k as k_B
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def beta_formula(u):
    return (1 + 1 / np.sqrt(1 + u)) / 4


def equilibrium_P(a, B, c, d=0.0, field=0.0):
    """Positive root of dF/dP = field, with an optional term d P^8/8."""
    def force(P):
        return a * P + B * P**3 + c * P**5 + d * P**7 - field
    return brentq(force, 1e-9, 100.0, xtol=1e-15, rtol=1e-14, maxiter=500)


def log_slope(function, x, h=1e-3):
    """Central difference of ln(function) with respect to ln(x)."""
    up, down = function(x * np.exp(h)), function(x * np.exp(-h))
    return np.log(up / down) / (2 * h)


# ---- General tests in reduced units: B = +1 or -1, c = 1, a = -u/4 ----
def reduced_P(u, B=1.0):
    return equilibrium_P(-u / 4, B, 1.0)


largest_error = 0.0
for u in np.logspace(-3, 4, 15):
    a = -u / 4
    found = minimize_scalar(lambda P: a * P**2 / 2 + P**4 / 4 + P**6 / 6,
                            bounds=(0, 1.5 * np.sqrt(-a)), method="bounded",
                            options={"xatol": 1e-12, "maxiter": 500}).x
    closed = np.sqrt((np.sqrt(1 + u) - 1) / 2)
    # a minimum located from values of F is good to about sqrt(machine eps)
    assert abs(found / closed - 1) < 1e-6
    error = abs(log_slope(reduced_P, u) - beta_formula(u))
    largest_error = max(largest_error, error)
    negative_B = log_slope(lambda v: reduced_P(v, -1.0), u)
    assert abs(negative_B - (1 - 1 / np.sqrt(1 + u)) / 4) < 1e-6
assert largest_error < 1e-6
assert abs(log_slope(reduced_P, 1e-3) - (0.5 - 1e-3 / 8)) < 1e-6
assert abs(log_slope(reduced_P, 1e4) - (0.25 + 0.25 / 100)) < 1e-6
u_mid = brentq(lambda u: log_slope(reduced_P, u) - 3 / 8, 0.1, 100)
assert abs(u_mid - 3) < 1e-4

# ---- Worked example: round model parameters ----
Tc = 340.0          # K
a0 = 1.6e6          # J m / (C^2 K)
B0 = 8e8            # J m^5 / C^4
c0 = 4e10           # J m^9 / C^6
# Assumed sizes of effects left out of the model
stray_field = 1e3   # V/m
B_drift = 0.002     # relative growth of B per K of cooling
d8 = 1e11           # J m^13 / C^8
T_quantum = 100.0   # K, saturation temperature of a(T)
Tc_error = 0.1      # K, assumed Tc minus true Tc
gradient = 1e-10    # J m^3 / C^2, energy (gradient/2)|grad P|^2
eps_background = 10.0


def u_of(t):
    return 4 * a0 * t * c0 / B0**2


def P_of(t, field=0.0, drift=0.0, d=0.0, Ts=0.0):
    a = -a0 * t
    if Ts > 0:      # saturating a(T), with slope a0 kept at Tc
        slope_at_Tc = (Ts / Tc)**2 / np.sinh(Ts / Tc)**2
        a = a0 * Ts * (1 / np.tanh(Ts / (Tc - t)) - 1 / np.tanh(Ts / Tc))
        a /= slope_at_Tc
    return equilibrium_P(a, B0 * (1 + drift * t), c0, d, field)


print(f"Tc = {Tc:.0f} K")
print(f"a0 = {a0:.2e} J m/(C^2 K)")
print(f"B = {B0:.2e} J m^5/C^4")
print(f"c = {c0:.2e} J m^9/C^6")
print(f"largest error of exponent formula in tests = {largest_error:.1e}")
print(f"u where exponent is 3/8 = {u_mid:.4f}")
t_one = B0**2 / (4 * a0 * c0)
print(f"distance below Tc where u = 1: {t_one:.2f} K")
print(f"distance below Tc where exponent is 3/8: {u_mid * t_one:.2f} K")
print("Tc-T (K) | u | P (uC/cm2) | exponent: numerical, formula")
for t in (0.1, 1.0, 2.5, 7.5, 10.0, 40.0):
    numerical = log_slope(P_of, t)
    assert abs(numerical - beta_formula(u_of(t))) < 1e-6
    print(f"{t:5.1f} | {u_of(t):6.3f} | {100 * P_of(t):7.3f} | "
          f"{numerical:.4f}, {beta_formula(u_of(t)):.4f}")

slope_10 = log_slope(P_of, 10.0)
u_recovered = 1 / (4 * slope_10 - 1)**2 - 1
assert abs(u_recovered - u_of(10.0)) < 1e-4
print(f"u recovered from numerical slope at 10 K = {u_recovered:.4f}")

# ---- Exponent read from a finite window ----
t_low, t_high = 1.0, 40.0
width = np.log(t_high / t_low)
two_point = np.log(P_of(t_high) / P_of(t_low)) / width
average = quad(lambda y: beta_formula(u_of(np.exp(y))),
               np.log(t_low), np.log(t_high))[0] / width
assert abs(two_point - average) < 1e-9
log_t = np.linspace(np.log(t_low), np.log(t_high), 60)
log_P = np.log([P_of(t) for t in np.exp(log_t)])
line = np.polyfit(log_t, log_P, 1)
misfit = np.max(np.abs(np.exp(log_P - np.polyval(line, log_t)) - 1))
print(f"two-point exponent, 1 to 40 K = {two_point:.4f}")
print(f"average of formula over ln t, 1 to 40 K = {average:.4f}")
print(f"straight-line fit exponent, 1 to 40 K = {line[0]:.4f}")
print(f"largest misfit of P to that line = {100 * misfit:.2f} %")

# ---- Effects left out: change of the exponent ----
print(f"assumed stray field = {stray_field / 1e5:.2f} kV/cm")
print(f"assumed growth of B on cooling = {100 * B_drift:.1f} %/K")
print(f"assumed eighth-order coefficient = {d8:.1e} J m^13/C^8")
print(f"assumed quantum saturation temperature = {T_quantum:.0f} K")
print(f"assumed Tc too high by {Tc_error:.1f} K")
distances = (1.0, 10.0, 40.0)
effects = {
    "stray field": dict(field=stray_field),
    "drift of B": dict(drift=B_drift),
    "eighth-order term": dict(d=d8),
    "quantum saturation": dict(Ts=T_quantum),
}
print("change of exponent at 1, 10, 40 K below Tc:")
for name, options in effects.items():
    shifts = [log_slope(lambda s: P_of(s, **options), t)
              - log_slope(P_of, t) for t in distances]
    print(f"  {name}: " + ", ".join(f"{x:+.4f}" for x in shifts))
shifts = []
for t in distances:
    apparent = log_slope(lambda s: P_of(s - Tc_error), t + Tc_error)
    expected = beta_formula(u_of(t)) * (t + Tc_error) / t
    assert abs(apparent - expected) < 1e-5
    shifts.append(apparent - log_slope(P_of, t))
    B_local = B0 * (1 + B_drift * t)
    root = np.sqrt(1 + 4 * a0 * t * c0 / B_local**2)
    drift_slope = B_drift * t / (1 + B_drift * t)
    expected = (1 + 1 / root) / 4 - drift_slope / (2 * root)
    assert abs(log_slope(lambda s: P_of(s, drift=B_drift), t)
               - expected) < 1e-6
print("  error in Tc: " + ", ".join(f"{x:+.4f}" for x in shifts))


# ---- Thermal fluctuations of a uniaxial ferroelectric ----
def smoothed_integral(s, nodes):
    """Gaussian spectrum smoothed over a correlation volume.

    Wave vectors are scaled by the transverse and axial correlation
    lengths; s is the squared ratio transverse/axial.
    """
    z, w = np.polynomial.legendre.leggauss(nodes)
    z, w = 3 * (z + 1), 3 * w
    x, y = z[:, None], z[None, :]
    q2 = x**2 + s * y**2
    spectrum = 1 / (1 + q2 + y**2 / q2)
    values = x * np.exp(-x**2 - y**2) * spectrum
    return w @ values @ w / (2 * np.pi**2)


print(f"assumed gradient coefficient = {gradient:.1e} J m^3/C^2")
print(f"assumed background permittivity = {eps_background:.0f} (relative)")
print("Tc-T (K) | correlation length across, along axis (nm) | "
      "mean-square fluctuation / P^2")
for t in distances:
    P = P_of(t)
    chi = 1 / (2 * B0 * P**2 + 4 * c0 * P**4)
    small_field = 10.0
    response = (P_of(t, field=small_field) - P) / small_field
    # one-sided difference: the nonlinear response is of order 1e-4
    assert abs(response / chi - 1) < 1e-3
    across = np.sqrt(gradient * chi)
    along = across * np.sqrt(chi / (epsilon_0 * eps_background))
    s = (across / along)**2
    integral = smoothed_integral(s, 400)
    assert abs(smoothed_integral(s, 200) / integral - 1) < 1e-3
    ratio = k_B * (Tc - t) * chi * integral / (across**2 * along * P**2)
    print(f"{t:5.1f} | {across * 1e9:.2f}, {along * 1e9:.1f} | {ratio:.2e}")

print("OK")
```

Printed output:

```
Tc = 340 K
a0 = 1.60e+06 J m/(C^2 K)
B = 8.00e+08 J m^5/C^4
c = 4.00e+10 J m^9/C^6
largest error of exponent formula in tests = 2.8e-09
u where exponent is 3/8 = 3.0000
distance below Tc where u = 1: 2.50 K
distance below Tc where exponent is 3/8: 7.50 K
Tc-T (K) | u | P (uC/cm2) | exponent: numerical, formula
  0.1 |  0.040 |   1.407 | 0.4951, 0.4951
  1.0 |  0.400 |   4.280 | 0.4613, 0.4613
  2.5 |  1.000 |   6.436 | 0.4268, 0.4268
  7.5 |  3.000 |  10.000 | 0.3750, 0.3750
 10.0 |  4.000 |  11.118 | 0.3618, 0.3618
 40.0 | 16.000 |  17.672 | 0.3106, 0.3106
u recovered from numerical slope at 10 K = 4.0000
two-point exponent, 1 to 40 K = 0.3844
average of formula over ln t, 1 to 40 K = 0.3844
straight-line fit exponent, 1 to 40 K = 0.3840
largest misfit of P to that line = 4.79 %
assumed stray field = 0.01 kV/cm
assumed growth of B on cooling = 0.2 %/K
assumed eighth-order coefficient = 1.0e+11 J m^13/C^8
assumed quantum saturation temperature = 100 K
assumed Tc too high by 0.1 K
change of exponent at 1, 10, 40 K below Tc:
  stray field: -0.0100, -0.0003, -0.0000
  drift of B: -0.0007, -0.0027, -0.0051
  eighth-order term: -0.0003, -0.0043, -0.0102
  quantum saturation: -0.0000, -0.0003, -0.0012
  error in Tc: +0.0461, +0.0036, +0.0008
assumed gradient coefficient = 1.0e-10 J m^3/C^2
assumed background permittivity = 10 (relative)
Tc-T (K) | correlation length across, along axis (nm) | mean-square fluctuation / P^2
  1.0 | 5.37, 306.4 | 7.34e-04
 10.0 | 1.50, 24.0 | 1.35e-03
 40.0 | 0.70, 5.2 | 2.28e-03
OK
```
